# Electrostatic screening by a flat distribution of gap states in a glass

## The question

An amorphous chalcogenide semiconductor has localized electron states throughout its energy gap. Model them by a constant density $g=10^{19}\ \mathrm{cm^{-3}\,eV^{-1}}$, each state holding at most one electron. The gap is 0.70 eV wide and the Fermi level lies at its middle, so the states extend a distance $a=0.35$ eV to either side of it. The relative permittivity, not counting the response of the gap states, is 15.

The glass fills $x>0$. An electrode holds its surface at the potential $\phi(0)=\phi_0=0.10$ V, and $\phi\to0$ deep inside, where the glass is neutral. No current flows, so the Fermi level is the same everywhere; take it as the zero of energy. The elementary charge is $e>0$, and a potential $\phi$ shifts every electron energy by $-e\phi$. Take $kT=0.02585$ eV at 300 K and $e/\varepsilon=1.2063$ V nm, where $\varepsilon$ is the absolute permittivity.

Treat $\phi$ as smooth: it varies little over one localized state and is averaged over directions parallel to the surface.

## (a) Charge at zero temperature

**Find the density of added electrons $\Delta n$ as a function of $\phi\ge 0$ at $T=0$. Over what range is it linear?**

*Answer.* A state whose energy is $E$ in the unbent glass has energy $E-e\phi$ where the potential is $\phi$. At $T=0$ it is filled if $E-e\phi<0$, that is, if $E<e\phi$. Before bending, the filled states were those with $E<0$. The newly filled ones therefore lie in $0<E<e\phi$, and there are

$$\Delta n=\int_0^{e\phi}g\,dE=g\,e\phi\qquad(0\le e\phi\le a).$$

For $e\phi>a$ the supply of gap states is exhausted and $\Delta n=ga$. For negative $\phi$ the same argument counts emptied states, so $\Delta n=ge\phi$ down to $e\phi=-a$.

No expansion in small $\phi$ has been made. The response is linear because the density is flat. For a density $g(E)$ that varies with energy, the first integral gives $e\phi$ times the average of $g(E)$ between 0 and $e\phi$. Linearization would then be an approximation, valid when $g(E)$ changes little over that interval.

The saturation belongs to the gap states alone. In a real glass, band carriers take up further charge as a band edge nears the Fermi level; at room temperature this begins before $e\phi$ reaches $a$. The present surface potential gives $e\phi_0=0.10$ eV, well below 0.35 eV.

## (b) Charge at finite temperature

**Repeat the calculation with the Fermi function $f(E)=1/(e^{E/kT}+1)$. Is a low temperature needed for the linear law?**

*Answer.* Write $u=e\phi$ with $0<u<a$. The occupation of a state becomes $f(E-u)$, so

$$\Delta n=g\int_{-a}^{a}\left[f(E-u)-f(E)\right]dE .$$

In the first term substitute $E'=E-u$, which moves the limits to $-a-u$ and $a-u$. The part common to both integrals cancels, leaving

$$\Delta n=g\left[\int_{-a-u}^{-a}f(E)\,dE-\int_{a-u}^{a}f(E)\,dE\right].$$

In the first integral use $f(E)=1-f(-E)$. The 1 gives $u$; the other part, after changing the sign of the variable, gives $-\int_a^{a+u}f\,dE$. Joining the two remaining integrals,

$$\Delta n=g\left[u-\int_{a-u}^{a+u}f(E)\,dE\right].$$

The correction involves the Fermi function far above the Fermi level. Since $f(E)<e^{-E/kT}$, it is smaller than $kT\,e^{-(a-u)/kT}$. At 300 K and $u=0.10$ eV this bound is

$$0.02585\ \mathrm{eV}\times e^{-0.25/0.02585}\approx1.6\times10^{-6}\ \mathrm{eV},$$

or $1.6\times10^{-5}$ of $u$. Direct integration of the original expression gives the same relative departure to two digits.

For very small $u$ the last integral is $2u f(a)$, so the initial slope is

$$\frac{d\Delta n}{du}\bigg|_0=g\,[1-2f(a)]=g\tanh\frac{a}{2kT}.$$

At 300 K the slope falls short of $g$ by a fraction $2.6\times10^{-6}$. The factor matters when $kT$ is comparable with $a$: at the artificial value $kT=0.2$ eV it is 0.704, which numerical differentiation of the Fermi integral confirms.

For the gap states, "low temperature" thus means $kT\ll a-|e\phi|$, and room temperature qualifies at the present surface potential. Part (f) adds the band carriers. Heating blurs the edge of the occupation but does not change how far the edge moves. In a flat density, the number of added electrons depends on that displacement.

## (c) The screening length

**Set up Poisson's equation and find the length that governs the decay of the potential. Evaluate it.**

*Answer.* The unbent glass is neutral, so the charge density is that of the added electrons:

$$\rho=-e\,\Delta n=-e^2g\,\phi .$$

Poisson's equation in one dimension is $\phi''=-\rho/\varepsilon$. The two minus signs cancel:

$$\phi''=\frac{e^2g}{\varepsilon}\,\phi=\frac{\phi}{L^2},\qquad L=\sqrt{\frac{\varepsilon}{e^2g}} .$$

The positive sign is the sign of screening: a positive potential draws in negative charge, which bends $\phi$ back towards zero.

For the number, note that a potential of 1 V shifts energies by 1 eV. With $g$ per eV, one factor $e$ in $e^2g$ is absorbed by this conversion, and $1/L^2$ is the product of $e/\varepsilon$ in V nm and $g$ in $\mathrm{nm^{-3}\,eV^{-1}}$. Since $1\ \mathrm{cm^{-3}}=10^{-21}\ \mathrm{nm^{-3}}$, $g=0.010\ \mathrm{nm^{-3}\,eV^{-1}}$, and

$$\frac1{L^2}=1.2063\times0.010\ \mathrm{nm^{-2}}=0.01206\ \mathrm{nm^{-2}},\qquad L=9.1\ \mathrm{nm}.$$

Temperature does not appear. At fixed permittivity, $L$ varies as $g^{-1/2}$; four times the density of states gives 4.6 nm.

## (d) Potential, field and stored charge

**Find the potential profile, the surface field and the number of added electrons per area. Then replace the half-space by a film of thickness $d=30$ nm whose far side is held at $\phi=0$. By how much does the surface field change?**

*Answer.* The general solution is $\phi=Ae^{-x/L}+Be^{x/L}$. Decay at large $x$ requires $B=0$, and the surface value gives $A=\phi_0$. Hence

$$\phi(x)=\phi_0e^{-x/L},\qquad F_0=-\phi'(0)=\frac{\phi_0}{L}.$$

With the unrounded length 9.105 nm,

$$F_0=\frac{0.10\ \mathrm V}{9.105\ \mathrm{nm}}=0.0110\ \mathrm{V/nm}=0.11\ \mathrm{MV/cm}.$$

The number of added electrons per area is, with $\phi_0$ in volts and $g$ per eV,

$$N=\int_0^\infty g\phi\,dx=g\phi_0L=0.010\times0.10\times9.105\ \mathrm{nm^{-2}}=9.1\times10^{11}\ \mathrm{cm^{-2}}.$$

The magnitude of their charge is $0.146\ \mathrm{\mu C/cm^2}$. Gauss's law gives the same result: the field is zero deep inside, so $eN=\varepsilon F_0=\varepsilon\phi_0/L$, and inserting $\varepsilon=e^2gL^2$ returns the integral above.

At 10 nm the formula gives 33.3 mV, and at 30 nm 3.7 mV. Solving Poisson's equation numerically at 300 K, with the full Fermi integral of part (b) in place of the linear law and the far boundary at 180 nm, gives the same values to the digits quoted.

For the film, the solution that vanishes at $x=d$ and equals $\phi_0$ at $x=0$ is

$$\phi(x)=\phi_0\frac{\sinh[(d-x)/L]}{\sinh(d/L)} .$$

Differentiation gives $-\phi'(0)=(\phi_0/L)\coth(d/L)$. Here $d/L=3.3$, and the surface field rises by 0.28% relative to the half-space. In the opposite limit, $d\ll L$, $\coth(d/L)\approx L/d$ and the field becomes $\phi_0/d$: the film is then too thin for its gap states to screen appreciably.

## (e) Centres that prefer electron pairs

**In many chalcogenide glasses, a defect centre is thought to hold zero, one or two electrons, with a lattice distortion that favours pairs. Let the centre's energy be $0$, $\epsilon-U/2$ or $2\epsilon$ for these occupations, with two spin states for the single electron. Let there be $P$ centres per volume and energy, spread evenly over $-a<\epsilon<a$. What replaces $g$?**

*Answer.* The second electron costs $\epsilon+U/2$, which exceeds the cost of the first by $U$. Negative $U$ therefore favours pairs. With $y=\epsilon-\mu$, where $\mu$ is the Fermi level measured from the middle of the gap, the statistical weights are $1$, $2e^{-(y-U/2)/kT}$ and $e^{-2y/kT}$. The mean occupation is some function $\nu(y)$, which tends to 2 for a centre far below the Fermi level and to 0 far above it. The electron density is

$$n(\mu)=P\int_{-a}^{a}\nu(\epsilon-\mu)\,d\epsilon=P\int_{-a-\mu}^{a-\mu}\nu(y)\,dy .$$

Only the limits depend on $\mu$, so

$$\frac{dn}{d\mu}=P\left[\nu(-a-\mu)-\nu(a-\mu)\right]\approx P(2-0)=2P .$$

The pairing energy has dropped out, provided that both window edges are many $kT$ from the energies at which $\nu$ changes. Raising the potential by $\phi$ acts on the centres like raising $\mu$ by $e\phi$, so the screening length keeps its form with $g=2P$. The present $g$ corresponds to $P=5\times10^{18}\ \mathrm{cm^{-3}\,eV^{-1}}$.

Moving $\mu$ from 0 to 0.1 eV at 300 K in a numerical evaluation gives $(dn/d\mu)/P=2.0000$ for $U=-0.2$ eV and for $U=0$, and 1.9998 for $U=+0.1$ eV.

The number of unpaired electrons, in contrast, depends strongly on $U$. With $q=e^{U/2kT}$, the probability of single occupation is

$$\frac{2q}{e^{y/kT}+e^{-y/kT}+2q}\le\frac{q}{1+q},$$

with equality at $y=0$. For $U$ negative and $|U|\gg kT$ this is small. A glass may thus have few unpaired spins and still screen well; what enters $L$ is $dn/d\mu$.

## (f) Carriers in the bands

**Include electrons and holes in the bands, each of density $n_b$ in the unbent glass. Estimate their effect at 300 K, where $n_b=3.31\times10^{13}\ \mathrm{cm^{-3}}$, and at 400 K, where $n_b=1.50\times10^{15}\ \mathrm{cm^{-3}}$. These densities assume the free-electron mass in both bands and a fixed gap.**

*Answer.* The carriers are dilute, so Boltzmann factors apply. A positive potential multiplies the electron density by $e^{e\phi/kT}$ and the hole density by $e^{-e\phi/kT}$. The net added electron density is

$$n_b\left(e^{e\phi/kT}-e^{-e\phi/kT}\right)=2n_b\sinh\frac{e\phi}{kT}\approx\frac{2n_b}{kT}\,e\phi .$$

The last step does require $e\phi\ll kT$. In that limit the bands add $2n_b/kT$ to $g$:

$$\frac1{L_b^2}=\frac{e^2}{\varepsilon}\left(g+\frac{2n_b}{kT}\right).$$

At 300 K the added term is $2\times3.31\times10^{13}/0.02585=2.6\times10^{15}\ \mathrm{cm^{-3}\,eV^{-1}}$, or 0.026% of $g$. At 400 K it is 0.87%, and the length falls from 9.105 to 9.065 nm.

At the surface $e\phi_0$ exceeds $kT$, so the hyperbolic sine must be kept. The band charge there is 0.16% of the trapped charge at 300 K and 2.7% at 400 K. Gap states dominate the screening in this example, even though band carriers may dominate the conduction.

If $g$ were zero, the last equation would give $L_b=\sqrt{\varepsilon kT/(2e^2n_b)}$, the Debye length of the band carriers. That length depends on temperature explicitly and through $n_b$, unlike the gap-state result.

## (g) How cold, and how smooth?

**Parts (a)–(d) assume equilibrium, independent electrons and a smooth charge. Estimate where each assumption fails. Use an attempt time $\tau_0=10^{-12}$ s and a localization length $b=1$ nm, both rough.**

*Answer.* *Equilibrium.* In the unbent glass, an electron at the Fermi level reaches the band edge in a time of order $\tau_0e^{a/kT}$. This is $0.8\ \mathrm{\mu s}$ at 300 K but $8\times10^{10}$ s, over two thousand years, at 77 K. In the interior of the cold glass, charge must move by hopping between localized states instead.

A hop over a distance $R$ carries a tunnelling factor $e^{-2R/b}$. The energy $W$ it needs is estimated by asking for one state within the sphere of radius $R$: $\tfrac{4}{3}\pi R^3gW=1$. The hop time is then $\tau_0e^{S}$ with

$$S(R)=\frac{2R}{b}+\frac{3}{4\pi gkTR^3}.$$

Setting $dS/dR=2/b-9/(4\pi gkTR^4)$ to zero gives

$$R^4=\frac{9b}{8\pi gkT}.$$

At this distance the second term of $S$ equals $\tfrac{R}{3}\cdot\tfrac{2}{b}$, so $S=8R/(3b)$. At 77 K, $R=8.6$ nm and the hop takes about 8 ms; at 300 K, $R=6.1$ nm and it takes about $12\ \mathrm{\mu s}$. The estimates are too rough to say whether hopping or thermal emission is faster at 300 K; at 77 K hopping is faster by far. The estimate leaves out the electric field, which makes downhill hops easier. Near the surface there is also a direct route: if the contact has no barrier of its own, electrons can tunnel between the electrode and the gap states. With the same tunnelling factor, covering the distance $L$ takes about $\tau_0e^{2L/b}\approx0.08$ ms at any temperature, so much of the screening charge can arrive without a succession of hops. The potential is screened less completely: if only $x<L$ has responded and the interior is free of field, the layer holds $\tanh 1=0.76$ of the final charge, but the potential beyond it is still $\phi_0/\cosh 1=0.65\,\phi_0$. Tunnelling directly to $2L$ takes about $7\times10^{3}$ s. Because $R$, $L$ and $b$ stand in exponents, all these times are rough and may be wrong by several powers of ten. A voltage pulse shorter than the response time meets a glass whose gap states have not yet screened it.

*Independent electrons.* States within an energy $\Delta$ of the Fermi level are typically $(g\Delta)^{-1/3}$ apart. Their Coulomb interaction becomes as large as $\Delta$ when

$$\frac{e^2}{4\pi\varepsilon}(g\Delta)^{1/3}=\Delta,\qquad\text{so}\qquad\Delta=\left(\frac{e^2}{4\pi\varepsilon}\right)^{3/2}g^{1/2}.$$

This scale is about 3 meV, or 35 K. Near and below that temperature, the occupations of states close to the Fermi level are correlated. The count of part (a) spans a much wider range, $e\phi_0=100$ meV at the surface, so there this correlation is expected to change the count by a fraction of order $\Delta/(e\phi_0)$, a few per cent. A metal electrode adds a second effect that the smooth charge omits: a state carrying one charge at depth $x$ is attracted to its image with energy $e^2/(16\pi\varepsilon x)$, which is 24 meV at 1 nm and 2.6 meV at $L$. If the newly filled states are neutral when empty, this raises the stored charge by roughly 5 to 10%; the size and sign depend on the charge states of the centres. Deep in the glass, where $e\phi$ falls to $\Delta$ or below, the linear law is not assured. As $T\to0$ the hop time found above also grows without limit, so beyond the reach of direct tunnelling from the electrode the equilibrium charge may not be reached in practice.

*Smooth charge.* An area $L^2$ of the surface layer contains $NL^2=0.75$ added electrons on average. One charge produces an unscreened potential of 10.5 mV at the distance $L$, compared with the mean $\phi_0/e_{\rm N}=37$ mV at that depth, where $e_{\rm N}=2.718$. The exponential describes the lateral average; local departures of the order of 10 mV are to be expected.

## (h) Comparison with a memory cell

**Amorphous germanium–antimony–tellurium alloys are used in phase-change memory. How far can the result be applied to them?**

*Answer.* A gap near 0.7 eV, a Fermi level near its middle, a permittivity of some tens at most and a thickness of tens of nanometres are roughly appropriate. The density of gap states is much less certain, depends on preparation and ageing, and is not flat: band tails and defect levels give it structure. This uncertainty passes directly into $L$, which varies as $g^{-1/2}$. If the relevant density were ten times smaller at fixed permittivity, $L$ would be $\sqrt{10}\times9.1\approx29$ nm, about the thickness of the film in part (d), and its far electrode could no longer be ignored. The computed surface field is 0.22 of a rough switching field of 0.5 MV/cm. The band bending also leaves the Fermi level 0.25 eV below the conduction band at the surface. The equilibrium equation suits a cell at rest with no applied voltage, where the surface potential arises from contact with the electrode. The boundary values must fit the cell. With two equal contacts, both surfaces are at $\phi_0$, and the solution is $\phi_0\cosh[(d/2-x)/L]/\cosh(d/2L)$. The surface field is then $(\phi_0/L)\tanh(d/2L)$, which for $d=30$ nm is 7% below the half-space value.

When a current flows, the Fermi level is no longer constant, and the equilibrium length alone does not fix the field profile. At a small reading voltage the occupation may still be close to local equilibrium. Far from equilibrium, as can happen in switching, it must be found from the rates of trapping, emission and hopping. The numerical output below lists the values used here. Its entry for the charge nonlinearity at 77 K, $1.3\times10^{-10}$, is the error of the numerical integration; the bound of part (b) puts the true departure at or below about $3\times10^{-18}$.

## Computed results

```
Gap-state density: 1.0e+19 cm^-3 eV^-1
Relative permittivity: 15
Gap: 0.70 eV; half gap: 0.35 eV
Surface potential: 0.10 V
kT at 300 K: 0.02585 eV
e/eps: 1.2063 V nm
e g/eps (g per eV): 0.01206 nm^-2
Screening length, formula: 9.105 nm
Screening length, nonlinear solution: 9.105 nm
Same with four times the density: 4.552 nm
Largest charge nonlinearity to 0.1 V, 77 K: 1.3e-10
Largest charge nonlinearity to 0.1 V, 300 K: 1.6e-05
Charge at 0.8 V over g*half_gap: 1.00000
Slope factor at kT = 0.2 eV: 0.7039
Slope loss by finite window, 300 K: 2.6e-06
phi at 5 nm: solved 57.74, formula 57.74 mV
phi at 10 nm: solved 33.34, formula 33.34 mV
phi at 20 nm: solved 11.12, formula 11.12 mV
phi at 30 nm: solved 3.71, formula 3.71 mV
Added electrons at surface: 1.000e+18 cm^-3
Surface field: 0.1098 MV/cm
Sheet density: 9.105e+11 cm^-2
Sheet charge magnitude: 0.1459 uC/cm2
Surface field, 30 nm film: 0.1101 MV/cm
Film field increase: 0.28 %
(dn/dmu)/P for U = -0.2 eV: 2.0000
(dn/dmu)/P for U = +0.0 eV: 2.0000
(dn/dmu)/P for U = +0.1 eV: 1.9998
Band electrons at 300 K: 3.31e+13 cm^-3
  screening share relative to g: 0.026 %
  corrected screening length: 9.104 nm
  surface carriers/trapped charge: 0.16 %
Band electrons at 400 K: 1.50e+15 cm^-3
  screening share relative to g: 0.873 %
  corrected screening length: 9.065 nm
  surface carriers/trapped charge: 2.73 %
Added electrons per area L^2: 0.755
Potential of one charge at L, bare: 10.54 mV
Localization length (rough): 1.0 nm
Attempt time (rough): 1e-12 s
Midgap emission time at 77 K: 8.1e+10 s
  optimum hop: 8.57 nm, time 8.4e-03 s
Midgap emission time at 300 K: 7.6e-07 s
  optimum hop: 6.10 nm, time 1.2e-05 s
Coulomb gap scale: 2.97 meV
Coulomb gap scale over k: 34.5 K
Switching field (rough): 0.5 MV/cm
Surface field/switching field: 0.22
```
